# Two Principal Film Resistivities from Two Corner Resistances by Montgomery Scaling

A conducting layer has been grown on an insulating substrate whose surface is cut slightly off a crystal plane. The growth steps have bunched into parallel ridges, and electrons cross the ridges less easily than they run along them. The film is a rectangle with a small contact at each corner. Current is sent along one edge and the voltage is read on the opposite edge; the measurement is then repeated with the other pair of edges. Can these two resistances give the resistivity in each direction, when the current in each measurement spreads in both directions?

## The film and the two readings

Let the sides be $L_x,L_y$ and the thickness $d\ll L_x,L_y$. The film is uniform and ohmic, there is no magnetic field, and the principal axes of resistivity lie along the edges, with values $\rho_x,\rho_y$. The corners are $A(0,0)$, $B(L_x,0)$, $C(L_x,L_y)$, $D(0,L_y)$, and the contacts are points. Define

$$R_1=\frac{V_D-V_C}{I}\ (I\text{ in at }A,\text{ out at }B),\qquad R_2=\frac{V_B-V_C}{I}\ (I\text{ in at }A,\text{ out at }D).$$

The current density is $J_x=-\phi_x/\rho_x$, $J_y=-\phi_y/\rho_y$, where subscripts on the potential $\phi$ denote derivatives. Away from the contacts charge conservation requires

$$\frac{\phi_{xx}}{\rho_x}+\frac{\phi_{yy}}{\rho_y}=0 .$$

Stretch one coordinate and shrink the other:

$$x'=\lambda x,\quad y'=y/\lambda,\quad \lambda=(\rho_x/\rho_y)^{1/4}.$$

Then $\phi_{xx}=\lambda^2\phi_{x'x'}$ and $\phi_{yy}=\lambda^{-2}\phi_{y'y'}$. Since $\lambda^2/\rho_x=\lambda^{-2}/\rho_y=1/\sqrt{\rho_x\rho_y}$, the equation becomes the isotropic one, $\phi_{x'x'}+\phi_{y'y'}=0$.

Currents survive the change. Through a strip $dy$ at constant $x$ flows

$$-\frac{d}{\rho_x}\phi_x\,dy=-\frac{d}{\rho_x}(\lambda\phi_{x'})(\lambda\,dy')=-\frac{d}{\sqrt{\rho_x\rho_y}}\phi_{x'}\,dy',$$

and the same happens for a strip $dx$. The film is therefore equivalent to an isotropic rectangle with sheet resistance and aspect

$$R_s=\frac{\sqrt{\rho_x\rho_y}}{d},\qquad a=\frac{L_x'}{L_y'}=\frac{L_x}{L_y}\sqrt{\frac{\rho_x}{\rho_y}} .$$

Finding $R_s$ and $a$ solves the problem.

## A case for pencil and paper: equal readings

Suppose a 5 mm by 4 mm film gives $R_1=R_2=R$. An equivalent square, $a=1$, has equal readings by symmetry. (That no other shape does is proved below.) Then

$$\sqrt{\rho_x/\rho_y}=L_y/L_x=4/5,\qquad \rho_x/\rho_y=16/25 .$$

The anisotropy follows from a ruler. For the absolute values we need $R/R_s$ of a square.

A conformal map is locally a rotation and a magnification. A small square of film has the same resistance at any size, so such a map preserves potentials and currents in an isotropic sheet. Map the square to the upper half plane $t$, with $A,B,D$ at $t=0,1,\infty$. Reflection of the square in the diagonal $BD$ exchanges $A$ and $C$. In the half plane this is the reflection about $t=1$, so $C$ lies at $t=2$.

A current $I$ entering at a boundary point $t_0$ spreads over semicircles of length $\pi r$. Hence $-d\phi/dr=IR_s/(\pi r)$, and

$$\phi=-\frac{IR_s}{\pi}\ln|t-t_0| .$$

The flow is radial, so none crosses the boundary. For current in at 0 and out at 1,

$$\phi=\frac{IR_s}{\pi}\ln\left|\frac{t-1}{t}\right| ,\qquad \phi(D)=0,\qquad \phi(C)=-\frac{IR_s}{\pi}\ln2 .$$

So $R=R_s\ln2/\pi$, or $R_s=\pi R/\ln 2$. The answer for this film is $\rho_x=\tfrac45R_sd$ and $\rho_y=\tfrac54R_sd$.

## Unequal readings

For any other rectangle $C$ moves to some point $t=1/m$ with $0<m<1$. The first potential gives

$$\phi(C)=\frac{IR_s}{\pi}\ln\frac{1/m-1}{1/m}=\frac{IR_s}{\pi}\ln(1-m).$$

For the second reading the current enters at $t=0$ and leaves at infinity, so $\phi=-(IR_s/\pi)\ln|t|$, with $\phi(B)=0$ and $\phi(C)=(IR_s/\pi)\ln m$. Therefore

$$R_1=-\frac{R_s}{\pi}\ln(1-m),\qquad R_2=-\frac{R_s}{\pi}\ln m .$$

Exponentiating and adding gives van der Pauw's equation, $e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1$.

The aspect comes from the map back to the rectangle,

$$w(t)=\int_0^t\frac{dz}{\sqrt{z(1-z)(1-mz)}} .$$

Along the real axis the phase of the integrand is constant except at $0,1,1/m$, where it turns by a right angle. The image is thus a rectangle, with its fourth corner at $t=\infty$. On side $AB$ put $z=s^2$:

$$|AB|=2\int_0^1\frac{ds}{\sqrt{(1-s^2)(1-ms^2)}}=2K(m),\qquad K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .$$

On $BC$ write $p=1-m$ and put $z=1/(1-ps^2)$, which runs from 1 to $1/m$. Then

$$dz=\frac{2ps\,ds}{(1-ps^2)^2},\qquad z(z-1)(1-mz)=\frac{p^2s^2(1-s^2)}{(1-ps^2)^3},$$

and the quotient $dz/\sqrt{z(z-1)(1-mz)}$ is $2\,ds/\sqrt{(1-s^2)(1-ps^2)}$. So $|BC|=2K(p)$, and

$$a=\frac{K(m)}{K(1-m)} .$$

## One root, always bracketed

Eliminating $R_s$ leaves $R_2\ln(1-m)=R_1\ln m$. To keep precision near $m=0$ and $m=1$, set $m=1/(1+e^{-u})$. Then $\ln m=-\ln(1+e^{-u})$ and $\ln(1-m)=-\ln(1+e^{u})$, and the equation is

$$F(u)=R_2\ln(1+e^{u})-R_1\ln(1+e^{-u})=0 .$$

Its slope, $F'=R_2m+R_1(1-m)$, is positive, so there is at most one root. Take $U=1+|\ln(R_1/R_2)|$. Because $\ln(1+e^U)>U$, $\ln(1+e^{-U})<e^{-U}$ and $R_1e^{-U}\le R_2/e$,

$$F(U)>R_2U-R_2/e>0 .$$

Exchanging the roles of the readings gives $F(-U)<R_1/e-R_1U<0$. Every positive pair $R_1,R_2$ thus has one root, inside $(-U,U)$. Equal readings give $u=0$, $m=1/2$, $a=1$, which completes the hand example.

The general procedure is:

1. Solve $F(u)=0$ on $(-U,U)$ by a bracketing root finder.
2. Compute $m$ and, directly from $u$, $1-m=1/(1+e^u)$. Then $R_s=\pi R_1/\ln(1+e^u)$ and $a=K(m)/K(1-m)$. For $m$ very close to 1, evaluate $K(m)$ with a routine that takes $1-m$ as its argument; for $m$ very close to 0, evaluate $K(1-m)$ in the same way, from $m$.
3. Put $s=aL_y/L_x=\sqrt{\rho_x/\rho_y}$. Then $\rho_x=R_sd\,s$ and $\rho_y=R_sd/s$.

## A transistor channel layer

Take a 5 mm by 4 mm film, 200 nm thick, with $n=5\times10^{17}$ cm$^{-3}$ electrons and mobilities of 60 cm²/Vs across the steps ($x$) and 100 cm²/Vs along them ($y$). From $\rho=1/(en\mu)$ the inputs are $\rho_x=0.20805$ and $\rho_y=0.12483$ Ω cm. A numerical solution of the Laplace problem, described below, supplies the readings $R_1=6019.57$ Ω and $R_2=257.90$ Ω. The recovery uses these readings and the dimensions, not the mobilities.

The ratio is $R_1/R_2=23.34$, so $U=1+\ln 23.34=4.150$. The root is $u=2.24639$, with $m=0.90434$. Then $\ln(1+e^u)=2.3469$ and

$$R_s=\frac{\pi\times6019.57}{2.3469}\approx8058\ \Omega\text{ per square}.$$

The elliptic integrals give $a=1.61374$, so $s=1.61374\times4/5=1.29099$. With $d=2\times10^{-5}$ cm, $R_sd=0.16116$ Ω cm, and

$$\rho_x=0.16116\times1.29099=0.2081\ \Omega\,\text{cm},\qquad \rho_y=0.16116/1.29099=0.1248\ \Omega\,\text{cm},$$

or $2.081\times10^{-3}$ and $1.248\times10^{-3}$ Ω m. A resistivity ratio of 1.67 has become a reading ratio of 23, partly because the long side lies along the resistive direction.

Interchanging the readings gives 0.0799 and 0.3251 Ω cm. This pair has the same product, so $R_s$ gives no warning; the wiring must be recorded.

## Verification without the scaling

The solver works in the physical coordinates. Multiplying current conservation by a trial function $v$ and integrating by parts gives, for current in at $A$ and out at $B$,

$$d\int\left(\frac{v_x\phi_x}{\rho_x}+\frac{v_y\phi_y}{\rho_y}\right)dx\,dy=I\,[v(A)-v(B)] .$$

The insulated edges contribute nothing. Expanding $\phi$ in functions bilinear on each grid cell, and using the same functions for $v$, yields a sparse linear system. The potential diverges at a point source, but the voltage is read at the other corners, where it is finite.

A cosine series provides the reference for the grid error. In the scaled rectangle, unit current in at one end of the lower edge and out at the other has the expansion $(4/L_x')\sum_{n\,\rm odd}\cos(n\pi x'/L_x')$. Each term decays upward as $\cosh[n\pi(L_y'-y')/L_x']$, which has zero slope at the top edge. Matching $-\phi_{y'}/R_s$ to the injected current at $y'=0$ gives the amplitude $4IR_s/[n\pi\sinh(n\pi/a)]$ at the top. The two top corners have opposite signs for odd $n$, so

$$\frac{R_1}{R_s}=\frac8\pi\sum_{n\,\rm odd}\frac{1}{n\sinh(n\pi/a)},$$

and $R_2/R_s$ follows by $a\to1/a$. For the example the first two terms are 0.7421 and 0.0049, already close to $R_1/R_s=0.7471$.

When the grid step was halved from 0.05 to 0.025 mm, the errors of both readings relative to this series fell by a factor of 4.000, as for an error $\propto h^2$. Such an error cancels in $(4R_{\rm fine}-R_{\rm coarse})/3$, and these extrapolated values are the readings used above. The recovered resistivities differ from the inputs by less than one part in $10^8$. That measures the consistency of the calculation, not the accuracy attainable on a real film.

## How reading errors propagate

Let $p=1-m$. Since $\ln p=-\pi R_1/R_s$ and $\ln m=-\pi R_2/R_s$, differentiating $p+m=1$ gives

$$p\ln p\,(d\ln R_1-d\ln R_s)+m\ln m\,(d\ln R_2-d\ln R_s)=0 .$$

With $h=-p\ln p-m\ln m$, $w_1=-p\ln p/h$ and $w_2=-m\ln m/h$, this is $d\ln R_s=w_1d\ln R_1+w_2d\ln R_2$. Inserting it in $dm=m\ln m\,(d\ln R_2-d\ln R_s)$ and using $1-w_2=w_1$,

$$dm=\frac{m\ln m\;p\ln p}{h}\,(d\ln R_1-d\ln R_2).$$

We also need $da/dm$. Expanding the integral for $K$ gives $K=\sum f_nm^n$ with $(n+1)^2f_{n+1}=(n+\tfrac12)^2f_n$. This recurrence is equivalent to $[m(1-m)K']'=K/4$. The equation is unchanged by $m\to1-m$, so $K(1-m)$ solves it too. For two solutions the combination $m(1-m)(K_1'K_2-K_1K_2')$ is a constant $c$, because its derivative is $(K_1K_2-K_1K_2)/4=0$. With $K_1=K(m)$, $K_2=K(p)$,

$$\frac{d\ln a}{dm}=\frac{c}{m\,p\,K(m)K(p)} .$$

The constant follows from small $m$. There $K(p)=\int_0^{\pi/2}d\varphi/\sqrt{\sin^2\varphi+m\cos^2\varphi}$. Split it at $\delta$ with $\sqrt m\ll\delta\ll1$: the parts are $\ln(2\delta/\sqrt m)$ and $\ln(2/\delta)$, so $K(p)\approx\tfrac12\ln(16/m)$. With $K(m)\approx\pi/2$, $1/a\approx\ln(16/m)/\pi$. The derivative formula gives $d(1/a)/dm\approx-4c/(\pi^2m)$, hence $1/a\approx-(4c/\pi^2)\ln m$ to leading order. Comparison yields $c=\pi/4$, and

$$d\ln a=G\,(d\ln R_1-d\ln R_2),\qquad G=\frac{\pi\ln m\ln p}{4K(m)K(p)h} .$$

At fixed dimensions, $d\ln\rho_x=d\ln R_s+d\ln a$ and $d\ln\rho_y=d\ln R_s-d\ln a$. For the example,

$$d\ln\rho_x=0.852\,d\ln R_1+0.148\,d\ln R_2,$$
$$d\ln\rho_y=0.571\,d\ln R_1+0.429\,d\ln R_2 .$$

Independent 1% errors in the readings produce 0.86% in $\rho_x$ and 0.71% in $\rho_y$. An error in $d$ passes in full to both. An error in $L_y/L_x$ raises one and lowers the other by the same fraction.

## Long samples lose a reading

For large $a$, $p$ is small and the same estimate gives $a\approx\ln(16/p)/\pi$, or $p\approx16e^{-\pi a}$. Hence

$$\frac{R_1}{R_s}\approx a-\frac{4\ln2}{\pi},\qquad \frac{R_2}{R_s}\approx\frac{16}{\pi}e^{-\pi a}.$$

The first is the resistance of a strip less an end correction. The second says that little of the current sent across one end reaches the other. In the example $R_2$ gives 2.58 mV at 10 µA. With $R_s$ unchanged but $a=4$, $R_2$ would be 0.143 Ω and the signal 1.4 µV. The relative sensitivities do not show this danger, because a fixed voltage noise becomes a large relative error. For small $a$ the readings exchange roles. If voltage noise is the concern and the anisotropy is roughly known, cutting the film with $L_x/L_y$ near $\sqrt{\rho_y/\rho_x}$ brings $a$ near 1 and avoids both limits.

## Misaligned axes and finite contacts

If the principal axes are rotated by $\theta$ from the edges, the conductivity $\sigma$ has an off-diagonal element. The linear map $M=(\det\sigma)^{1/4}\sigma^{-1/2}$ has unit determinant and turns $\sigma$ into $M\sigma M^T=\sqrt{\det\sigma}$ times the identity. The rectangle becomes a parallelogram, which still maps to the half plane with four boundary points. Van der Pauw's equation survives, and so does the recovered $\sqrt{\rho_x\rho_y}$.

The separate values do not. At $\theta=5^\circ$ the solver gives errors of $-0.37\%$ in $\rho_x$ and $+0.37\%$ in $\rho_y$, relative to the principal values. At $10^\circ$ the logarithmic error of $\rho_x$ is 3.97 times larger, close to the factor 4 of a quadratic law. The two readings cannot expose the tilt, since any positive pair is fitted by some aligned film.

Square metal contacts of side 0.2 mm change $R_1$ by about $-0.43\%$ and $R_2$ by about $+1.0\%$. The sensitivities then predict $0.852(-0.43)+0.148(1.0)\approx-0.22\%$ for $\rho_x$ and $+0.19\%$ for $\rho_y$, in agreement with direct recovery. Doubling the contact side multiplies the shift of $R_2$ by 3.6.

## Beside a real device layer

The thickness, density and mobilities are round values chosen to represent a doped n-type channel layer in a wide-gap lateral transistor. The mobility ratio is illustrative: it depends on the step bunching, and a smoother layer may show much less. Treating the ridged layer as a uniform film also requires the ridge spacing to be much smaller than the film and its contacts. One assumption that such a layer can break strongly is that the whole thickness conducts. A surface band bending $V_b$ empties a depth $w$ given, for an abrupt edge and fully ionised donors, by $V_b=enw^2/(2\varepsilon)$. If some donors in the layer are neutral, the fixed charge in the emptied region exceeds $en$ and $w$ is smaller. With 1 V and relative permittivity 10, $w=47$ nm. Only 153 nm conducts, and using 200 nm overestimates both resistivities by a factor $200/153=1.31$. This far exceeds the contact and alignment errors above. The ratio of the two resistivities is unaffected only if the layer has uniform thickness and the same anisotropy at every depth. Where the ridges modulate the thickness, depletion changes the anisotropy itself: for strips of equal width, wide compared with $d$, and thickness $t\pm\delta$, the ratio is $t^2/(t^2-\delta^2)$, which for $\delta=80$ nm rises from 1.19 at $t=200$ nm to 1.38 at $t=153$ nm.

Temperature matters less if it is held steady. For a mobility varying as $T^{-1.5}$ in both directions, a rise of 1 K from 300 K before the second reading shifts $\rho_x$ by 0.07% and $\rho_y$ by 0.21%. Operation at 450 K, with density fixed, would raise both resistivities by a factor 1.84. At 10 µA the dissipation is 2.9 µW; for an assumed substrate conductivity of 20 W/(m K), the heating scale at a 0.2 mm contact is below 1 mK. The mean field at the contact edge is about 2 V/cm, far below the MV/cm scale of breakdown in wide-gap materials. The numerical output lists the remaining values.

## Table of computed values

```
side Lx: 5 mm
side Ly: 4 mm
thickness d: 200 nm
electron density: 5e+17 cm^-3
mobility x (across steps): 60 cm2/Vs
mobility y (along steps): 100 cm2/Vs
input rho_x: 0.208050 ohm cm
input rho_y: 0.124830 ohm cm
Laplace reading R1: 6019.570 ohm
Laplace reading R2: 257.9016 ohm
R1/R2: 23.3406
finer grid step: 0.025 mm
R1 error ratio on halving step: 4.000
R2 error ratio on halving step: 4.000
root bracket half-width: 4.15019
root u: 2.246385
root iterations: 10
elliptic parameter m: 0.904338
scaled aspect a: 1.613743
sheet resistance Rs: 8057.75 ohm/square
recovered rho_x: 0.208050 ohm cm
recovered rho_y: 0.124830 ohm cm
recovered rho_x in SI: 2.0805e-03 ohm m
recovered rho_y in SI: 1.2483e-03 ohm m
recovered rho_x/rho_y: 1.66667
relative error rho_x: -1.6e-09
relative error rho_y: -4.3e-09
dln rho_x/dln R1: 0.8521
dln rho_x/dln R2: 0.1479
dln rho_y/dln R1: 0.5714
dln rho_y/dln R2: 0.4286
rho_x error, independent 1% readings: 0.86 %
rho_y error, independent 1% readings: 0.71 %
R2 if a=4 at same Rs: 0.143 ohm
5 deg tilt: rho_x bias: -0.371 %
5 deg tilt: rho_y bias: 0.372 %
rho_x log-bias ratio, 10 deg/5 deg: 3.97
0.2 mm contacts: R1 shift: -0.43 %
0.2 mm contacts: R2 shift: 1.02 %
R2 shift ratio, 0.4 mm/0.2 mm: 3.62
0.2 mm contacts: rho_x bias: -0.22 %
0.2 mm contacts: rho_y bias: 0.19 %
depletion width (1 V, eps_r 10): 47.0 nm
overestimate factor from depletion: 1.307
1 K drift before R2: rho_x bias: 0.074 %
1 K drift before R2: rho_y bias: 0.214 %
resistivity factor 450 K/300 K: 1.84
test current: 10 uA
voltage in R2 reading: 2.579 mV
Joule power: 2.87 uW
assumed substrate heat conductivity: 20 W/(m K)
heating scale at contact: 0.72 mK
mean field at contact edge: 2.01 V/cm
readings swapped: rho_x: 0.07989 ohm cm
readings swapped: rho_y: 0.32508 ohm cm
```
